# Allowed T2 and forbidden T1 states from ligand-to-metal excitation in TiCl4: a numerical check

```python
# Result under test: in a tetrahedral closed-shell MX4 molecule the singlet
# excitations t1 (ligand) -> e (metal) form one electric-dipole-allowed T2
# level and one electric-dipole-forbidden T1 level.
# Symbols: R = M-X distance; t1_x,t1_y,t1_z = ligand orbitals that transform
# like rotations; theta ~ 2z^2-x^2-y^2 and eps ~ sqrt(3)(x^2-y^2) = e partners;
# J = Coulomb integral (ii|aa); K = exchange integral (ia|ia).
# Atomic units are used unless a label says otherwise. The Gaussian model has
# round parameters and does not represent a computed TiCl4 molecule.
import itertools
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 4.0
EXPONENT = 0.4
MIXING = 0.4
GAP = 0.45

vertices = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = vertices / np.sqrt(3)

# All signed coordinate permutations that map the tetrahedron onto itself.
group = []
vertex_set = {tuple(v) for v in vertices}
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.zeros((3, 3), dtype=int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        if {tuple(g @ v) for v in vertices} == vertex_set:
            group.append(g)
assert len(group) == 24

# Columns: normalized coefficients of x^2,y^2,z^2 in theta and eps.
quad = np.column_stack([np.array([-1, -1, 2]) / np.sqrt(6),
                        np.array([1, -1, 0]) / np.sqrt(2)])
dets = np.array([round(np.linalg.det(g)) for g in group])
traces = np.array([np.trace(g) for g in group])
e_mats = [quad.T @ np.abs(g) @ quad for g in group]
characters = {
    "A1": np.ones(24), "A2": dets.astype(float),
    "E": np.array([np.trace(m) for m in e_mats]),
    "T1": dets * traces, "T2": traces}
for a in characters:
    for b in characters:
        inner = np.mean(characters[a] * characters[b])
        assert abs(inner - (a == b)) < 1e-12


def reduce_rep(chi):
    counts = {}
    for name, irrep in characters.items():
        value = np.mean(chi * irrep)
        assert abs(value - round(value)) < 1e-10
        counts[name] = round(value)
    return counts


def show(counts):
    return " + ".join((str(n) if n > 1 else "") + name
                      for name, n in counts.items() if n)


fixed = np.array([sum(np.array_equal(g @ v, v) for v in vertices)
                  for g in group])
ligand_p = reduce_rep(fixed * traces)
# Five d functions: symmetric second-rank tensor minus its scalar trace.
d_chi = np.array([(np.trace(g)**2 + np.trace(g @ g)) / 2 - 1 for g in group])
metal_spd = reduce_rep(1 + traces + d_chi)
product = reduce_rep(characters["T1"] * characters["E"])
vibrations = reduce_rep((fixed + 1) * traces - traces - dets * traces)
vibronic = reduce_rep(characters["T1"] * characters["T2"])
assert ligand_p == {"A1": 1, "A2": 0, "E": 1, "T1": 1, "T2": 2}
assert metal_spd == {"A1": 1, "A2": 0, "E": 1, "T1": 0, "T2": 2}
assert product == {"A1": 0, "A2": 0, "E": 0, "T1": 1, "T2": 1}
assert vibrations == {"A1": 1, "A2": 0, "E": 1, "T1": 0, "T2": 2}
assert vibronic["E"] == 1 and vibronic["T2"] == 1
for name in characters:
    allowed = reduce_rep(characters[name] * characters["T2"])["A1"]
    assert allowed == (1 if name == "T2" else 0)

# Characters of the product in the order identity, C3, C2, S4, mirror.
class_keys = [(1, 3), (1, 0), (1, -1), (-1, -1), (-1, 1)]
product_chi = characters["T1"] * characters["E"]
class_chi = []
for det, trace in class_keys:
    values = product_chi[(dets == det) & (traces == trace)]
    assert np.ptp(values) < 1e-12
    class_chi.append(int(round(values[0])))
assert class_chi == [6, 0, -2, 0, 0]

# Ligand p vectors, indexed by partner, ligand, Cartesian component.
t1_vec = np.array([np.sqrt(3 / 8) * np.cross(axis, directions)
                   for axis in np.eye(3)])
e_vec = np.array([np.sqrt(3) / 2 * quad[:, m] * directions for m in range(2)])
for g, det, e_mat in zip(group, dets, e_mats):
    target = [next(k for k in range(4) if np.array_equal(g @ v, vertices[k]))
              for v in vertices]
    for vectors, matrix in ((t1_vec, det * g), (e_vec, e_mat)):
        moved = np.zeros_like(vectors)
        for lig in range(4):
            moved[:, target[lig]] = vectors[:, lig] @ g.T
        assert np.allclose(moved, np.einsum("ba,blc->alc", matrix, vectors))

# Explicit coupled states, product order (t1_x,t1_y,t1_z) x (theta,eps).
s3 = np.sqrt(3) / 2
eps_axis = np.array([[-s3, -0.5], [s3, -0.5], [0, 1]])
theta_axis = np.array([[-0.5, s3], [-0.5, -s3], [1, 0]])
T2_states = np.column_stack([np.kron(np.eye(3)[k], eps_axis[k])
                             for k in range(3)])
T1_states = np.column_stack([np.kron(np.eye(3)[k], theta_axis[k])
                             for k in range(3)])
for g, det, e_mat in zip(group, dets, e_mats):
    action = np.kron(det * g, e_mat)
    assert np.allclose(action @ T2_states, T2_states @ g)
    assert np.allclose(action @ T1_states, T1_states @ (det * g))


def model(stretch=(1, 1, 1), ligand_exponent=EXPONENT):
    """Integrals and excitation matrices from the Gaussian orbitals."""
    positions = R * directions * np.array(stretch)
    # H labels only mark basis centres; no nuclear attraction is evaluated.
    atoms = [["H1", (0., 0., 0.)]] + [["H2", tuple(p)] for p in positions]
    mol = gto.M(atom=atoms, unit="Bohr", spin=1, verbose=0,
                basis={"H1": [[2, [EXPONENT, 1.0]]],
                       "H2": [[1, [ligand_exponent, 1.0]]]})
    S = mol.intor("int1e_ovlp")

    def normalize(c):
        return c / np.sqrt(c @ S @ c)

    t1 = np.column_stack([normalize(np.r_[np.zeros(5), v.ravel()])
                          for v in t1_vec])
    lig_e = np.column_stack([normalize(np.r_[np.zeros(5), u.ravel()])
                             for u in e_vec])
    metal_e = np.zeros((17, 2))
    metal_e[2, 0] = 1  # d_z2
    metal_e[4, 1] = 1  # d_x2-y2
    overlap = np.diag(metal_e.T @ S @ lig_e)
    assert np.all(overlap > 0)  # minus sign below is antibonding
    raw = metal_e - MIXING * lig_e
    norms = np.sqrt(np.diag(raw.T @ S @ raw))
    e = raw / norms
    orbitals = np.column_stack([t1, e])
    assert np.allclose(orbitals.T @ S @ orbitals, np.eye(5), atol=1e-10)
    r = mol.intor("int1e_r", comp=3)
    rot = mol.intor("int1e_cg_irxp", comp=3)
    eri = mol.intor("int2e")
    K = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, t1, e, t1, e,
                  optimize=True).reshape(6, 6)
    J = np.einsum("pqrs,pi,qj,ra,sb->iajb", eri, t1, t1, e, e,
                  optimize=True).reshape(6, 6)

    def between(op, right):
        return np.einsum("kpq,pi,qa->kia", op, t1, right, optimize=True)

    return dict(J=J, K=K, dip=between(r, e), mag=between(rot, e),
                metal=between(r, metal_e / norms),
                ligand=between(r, -MIXING * lig_e / norms),
                pure_dip=between(r, lig_e), pure_mag=between(rot, lig_e),
                overlap=overlap[1])


base = model()
singlet = GAP * np.eye(6) + 2 * base["K"] - base["J"]
triplet = GAP * np.eye(6) - base["J"]
energies, vectors = np.linalg.eigh(singlet)
triplet_energies, triplet_vectors = np.linalg.eigh(triplet)


def split_levels(values, vecs):
    assert np.ptp(values[:3]) < 1e-9 and np.ptp(values[3:]) < 1e-9
    assert values[3] - values[2] > 1e-6
    result = {}
    for part in (slice(0, 3), slice(3, 6)):
        weight = np.sum((T2_states.T @ vecs[:, part])**2) / 3
        assert min(abs(weight), abs(weight - 1)) < 1e-9
        result["T2" if weight > 0.5 else "T1"] = (values[part].mean(),
                                                  vecs[:, part])
    assert set(result) == {"T1", "T2"}
    return result


levels = split_levels(energies, vectors)
trip_levels = split_levels(triplet_energies, triplet_vectors)
J_value = {"T1": base["J"][4, 4], "T2": base["J"][5, 5]}
K_value = {"T1": base["K"][4, 4], "T2": base["K"][5, 5]}
for name in ("T1", "T2"):
    assert abs(levels[name][0] - (GAP + 2 * K_value[name]
                                - J_value[name])) < 1e-9
    assert abs(trip_levels[name][0] - (GAP - J_value[name])) < 1e-9
    assert levels[name][0] > 0


def strength(operator, vecs):
    return np.sum((np.sqrt(2) * operator.reshape(3, 6) @ vecs)**2)


electric = {n: strength(base["dip"], levels[n][1]) for n in levels}
magnetic = {n: strength(base["mag"], levels[n][1]) for n in levels}
assert electric["T1"] < 1e-18 and electric["T2"] > 1e-3
assert magnetic["T2"] < 1e-18 and magnetic["T1"] > 1e-3
D = base["dip"][2, 2, 1]
oscillator = {n: 2 / 3 * levels[n][0] * electric[n] for n in levels}
assert abs(oscillator["T2"] - 4 * levels["T2"][0] * D**2) < 1e-9

# Compact ligand orbitals isolate the same-ligand contributions.
compact = model(ligand_exponent=3.0)
compact_D = compact["pure_dip"][2, 2, 1]
compact_L = abs(compact["pure_mag"][2, 2, 0])
assert abs(compact_D + R / np.sqrt(3)) < 1e-8
assert abs(compact_L - 1 / np.sqrt(3)) < 1e-8

# Control: a D2d distortion removes the symmetry behind the strict T1 zero.
z_scale = 1.05
bent = model(stretch=(z_scale**-0.5, z_scale**-0.5, z_scale))
bent_H = GAP * np.eye(6) + 2 * bent["K"] - bent["J"]
_, bent_vecs = np.linalg.eigh(bent_H)
bent_strengths = np.sort([strength(bent["dip"], bent_vecs[:, [k]])
                          for k in range(6)])
weak_sum = bent_strengths[:3].sum()
assert weak_sum > 1e-8

print("Number of Td operations:", len(group))
print("Ligand p orbitals:", show(ligand_p))
print("Metal s, p and d orbitals:", show(metal_spd))
print("T1 x E characters (E, C3, C2, S4, sigma_d):", class_chi)
print("T1 x E:", show(product))
print("MX4 vibrations:", show(vibrations))
print("T1 x T2:", show(vibronic))
print(f"Model M-X distance: {R:.2f} bohr")
print(f"Model d and p Gaussian exponent: {EXPONENT:.2f} bohr^-2")
print(f"Model ligand mixing coefficient before normalization: {MIXING:.2f}")
print(f"Model orbital gap: {GAP:.4f} hartree")
print(f"Metal e / ligand e overlap: {base['overlap']:.5f} (no unit)")
for name in ("T2", "T1"):
    print(f"J for {name}: {J_value[name]:.6f} hartree")
    print(f"K for {name}: {K_value[name]:.6f} hartree")
    print(f"Singlet {name} energy: {levels[name][0]:.6f} hartree")
    print(f"Singlet {name} energy: {levels[name][0]*HARTREE_EV:.4f} eV")
    print(f"Triplet {name} energy: {trip_levels[name][0]:.6f} hartree")
print(f"Metal part of <t1_z|z|e_eps>: {base['metal'][2,2,1]:.5f} bohr")
print(f"Ligand part of <t1_z|z|e_eps>: {base['ligand'][2,2,1]:.5f} bohr")
print(f"Total <t1_z|z|e_eps>: {D:.5f} bohr")
print(f"Singlet T2_z transition moment: {np.sqrt(2)*D:.5f} e bohr (abs. charge)")
for name in ("T2", "T1"):
    print(f"Total oscillator strength of singlet {name}: "
          f"{oscillator[name]:.6f} (no unit)")
print(f"Total |r x grad|^2 strength of singlet T1: {magnetic['T1']:.6f} (no unit)")
print(f"Compact-ligand <t1_z|z|L_eps>: {compact_D:.6f} bohr")
print(f"Compact-ligand |<t1_z|(r x grad)_z|L_theta>|: {compact_L:.6f} (no unit)")
print(f"Control z scale factor: {z_scale:.3f} (no unit)")
print(f"Control dipole strength, three weakest states: {weak_sum:.6e} bohr^2")
print("every check passed")
```

Output:

```
Number of Td operations: 24
Ligand p orbitals: A1 + E + T1 + 2T2
Metal s, p and d orbitals: A1 + E + 2T2
T1 x E characters (E, C3, C2, S4, sigma_d): [6, 0, -2, 0, 0]
T1 x E: T1 + T2
MX4 vibrations: A1 + E + 2T2
T1 x T2: A2 + E + T1 + T2
Model M-X distance: 4.00 bohr
Model d and p Gaussian exponent: 0.40 bohr^-2
Model ligand mixing coefficient before normalization: 0.40
Model orbital gap: 0.4500 hartree
Metal e / ligand e overlap: 0.16827 (no unit)
J for T2: 0.241783 hartree
K for T2: 0.011136 hartree
Singlet T2 energy: 0.230489 hartree
Singlet T2 energy: 6.2719 eV
Triplet T2 energy: 0.208217 hartree
J for T1: 0.237281 hartree
K for T1: 0.001127 hartree
Singlet T1 energy: 0.214973 hartree
Singlet T1 energy: 5.8497 eV
Triplet T1 energy: 0.212719 hartree
Metal part of <t1_z|z|e_eps>: -0.19221 bohr
Ligand part of <t1_z|z|e_eps>: 0.91226 bohr
Total <t1_z|z|e_eps>: 0.72005 bohr
Singlet T2_z transition moment: 1.01831 e bohr (abs. charge)
Total oscillator strength of singlet T2: 0.478010 (no unit)
Total oscillator strength of singlet T1: 0.000000 (no unit)
Total |r x grad|^2 strength of singlet T1: 0.306582 (no unit)
Compact-ligand <t1_z|z|L_eps>: -2.309401 bohr
Compact-ligand |<t1_z|(r x grad)_z|L_theta>|: 0.577350 (no unit)
Control z scale factor: 1.050 (no unit)
Control dipole strength, three weakest states: 3.814247e-04 bohr^2
every check passed
```
